# Exchange Stiffness of a Simple Cubic Heisenberg Ferromagnet

## Result and assumptions

For a simple cubic ferromagnet with lattice constant $a$ and nearest-neighbour exchange $J$, the exchange energy of a slowly varying magnetization direction $\mathbf m(\mathbf r)$ is

$$
E-E_0\simeq\int A\,|\nabla\mathbf m|^2\,d^3r,\qquad A=\frac{JS^2}{2a}.
$$

Here $E_0$ is the energy of the uniform state, and

$$
|\nabla\mathbf m|^2=\sum_{\alpha=x,y,z}|\partial_\alpha\mathbf m|^2,
$$

so all three components of $\mathbf m$ are differentiated along all three axes. The constant $A$ is the exchange stiffness used in micromagnetics.

The assumptions are these.

1. Each site $i$ carries a classical spin $\mathbf S_i=S\mathbf m_i$ with $|\mathbf m_i|=1$. Atomic units are used in the algebra, so $\hbar=1$, $S$ is a pure number and $J$ is an energy.
2. The energy is
$$
E=-J\sum_{\langle ij\rangle}\mathbf S_i\cdot\mathbf S_j,\qquad J>0,
$$
where $\langle ij\rangle$ runs over nearest-neighbour bonds and each bond appears once.
3. The sample is a periodic cube of edge $L=Na$. The spin directions are samples $\mathbf m_i=\mathbf m(\mathbf r_i)$ of a smooth periodic field of unit length.

Anisotropy, dipolar coupling, antisymmetric exchange and thermal fluctuations are left out.

The classical energy has a quantum meaning. In a product state in which spin $i$ is fully polarized along $\mathbf m_i$, one has $\langle\mathbf S_i\rangle=S\mathbf m_i$. Expectation values on different sites factorize, so $\langle\mathbf S_i\cdot\mathbf S_j\rangle=S^2\,\mathbf m_i\cdot\mathbf m_j$. This is why $S^2$ appears, and not $S(S+1)$.

**Theorem.** Hold the field $\mathbf m(\mathbf r)$ and the edge $L$ fixed, and let $a=L/N$ decrease. Then

$$
\frac{E-E_0}{A}=\int\sum_\alpha\left[|\partial_\alpha\mathbf m|^2-\frac{a^2}{12}|\partial_\alpha^2\mathbf m|^2\right]d^3r+O(a^4),
\qquad A=\frac{JS^2}{2a}.
$$

The first term is the micromagnetic energy. The second measures what the continuum description misses at leading order.

## Three lemmas

**Lemma 1 (energy of one bond).** For unit vectors $\mathbf m_i$ and $\mathbf m_j$,

$$
-JS^2\,\mathbf m_i\cdot\mathbf m_j=-JS^2+\frac{JS^2}{2}|\mathbf m_i-\mathbf m_j|^2 .
$$

*Proof.* Expand the square and use the unit lengths:

$$
|\mathbf m_i-\mathbf m_j|^2=1+1-2\,\mathbf m_i\cdot\mathbf m_j .
$$

Hence $\mathbf m_i\cdot\mathbf m_j=1-\tfrac12|\mathbf m_i-\mathbf m_j|^2$. Multiplication by $-JS^2$ gives the claim. $\square$

No approximation has been made. The first term is the energy of a parallel pair. The second is non-negative for $J>0$, so a uniform state has the lowest energy. For $J<0$ the sign reverses, and an expansion about the uniform state is no longer an expansion about a minimum.

**Lemma 2 (bond counting).** The lattice has three bonds per site, one along each axis. The midpoints of the bonds along a given axis form a simple cubic lattice with one point per volume $a^3$.

*Proof.* Assign to the site at $\mathbf r$ the three bonds that lead to $\mathbf r+a\mathbf e_x$, $\mathbf r+a\mathbf e_y$ and $\mathbf r+a\mathbf e_z$, where $\mathbf e_\alpha$ is the unit vector along axis $\alpha$. A bond along $\alpha$ has one lower end, so it is assigned once. Its midpoint is $\mathbf r+a\mathbf e_\alpha/2$, which is the site lattice shifted by half a spacing. $\square$

The same count follows from six neighbours per site with each bond shared by two sites: $6/2=3$.

**Lemma 3 (from sum to integral).** Let $f$ be smooth and periodic in the cube, and let $\mathbf r_{\mathbf n}=\mathbf r_0+a\mathbf n$ be a cubic mesh with $N^3$ points. Then

$$
a^3\sum_{\mathbf n}f(\mathbf r_{\mathbf n})=\int f\,d^3r+\text{an error smaller than any power of }a .
$$

*Proof.* Write the Fourier series $f(\mathbf r)=\sum_{\mathbf g}f_{\mathbf g}e^{2\pi i\mathbf g\cdot\mathbf r/L}$, with integer vectors $\mathbf g$. On the mesh, the term $\mathbf g$ contains the sum

$$
\sum_{\mathbf n}e^{2\pi i\mathbf g\cdot\mathbf n/N},
$$

because $a/L=1/N$. This is a product of three geometric series. It equals $N^3$ if every component of $\mathbf g$ is a multiple of $N$, and zero otherwise. The term $\mathbf g=0$ gives $a^3N^3f_0=L^3f_0=\int f\,d^3r$. The other surviving terms have $|\mathbf g|\ge N$. Repeated integration by parts shows that the Fourier coefficients of a smooth periodic function fall faster than any power of $1/|\mathbf g|$, so the sum of these terms falls faster than any power of $1/N=a/L$. $\square$

Replacing the sum by an integral therefore does not disturb the $a^2$ correction in the theorem. That correction comes from the bonds themselves.

## Proof of the theorem

Take a bond along $\alpha$ with midpoint $\mathbf r$. Its ends are at $\mathbf r\pm a\mathbf e_\alpha/2$, and Taylor's formula gives

$$
\mathbf m\!\left(\mathbf r\pm\tfrac a2\mathbf e_\alpha\right)=\mathbf m\pm\frac a2\,\partial_\alpha\mathbf m+\frac{a^2}{8}\,\partial_\alpha^2\mathbf m\pm\frac{a^3}{48}\,\partial_\alpha^3\mathbf m+\dots
$$

All derivatives on the right are taken at the midpoint. In the difference of the two ends the even terms cancel and the odd terms double:

$$
\Delta_\alpha\mathbf m=a\,\partial_\alpha\mathbf m+\frac{a^3}{24}\,\partial_\alpha^3\mathbf m+O(a^5).
$$

Squaring this, the cross term carries a factor $2\cdot a\cdot a^3/24=a^4/12$:

$$
|\Delta_\alpha\mathbf m|^2=a^2|\partial_\alpha\mathbf m|^2+\frac{a^4}{12}\,\partial_\alpha\mathbf m\cdot\partial_\alpha^3\mathbf m+O(a^6).
$$

By Lemma 1, the energy above the uniform state is $JS^2/2$ times the sum of $|\Delta_\alpha\mathbf m|^2$ over all bonds. By Lemmas 2 and 3, the sum over bonds along each axis becomes $a^{-3}\int d^3r$. Therefore

$$
E-E_0=\frac{JS^2}{2a^3}\int\sum_\alpha\left[a^2|\partial_\alpha\mathbf m|^2+\frac{a^4}{12}\,\partial_\alpha\mathbf m\cdot\partial_\alpha^3\mathbf m+O(a^6)\right]d^3r .
$$

Integrate the second term by parts along $\alpha$. The boundary term vanishes by periodicity:

$$
\int\partial_\alpha\mathbf m\cdot\partial_\alpha^3\mathbf m\,d^3r=-\int|\partial_\alpha^2\mathbf m|^2\,d^3r .
$$

Taking the factor $a^2$ out of the bracket leaves the prefactor

$$
\frac{JS^2}{2a^3}\,a^2=\frac{JS^2}{2a}=A .
$$

Division by $A$ gives the theorem. $\square$

The powers of $a$ have a direct reading. One bond costs an energy proportional to $a^2$, because the angle between neighbours is proportional to $a$. The number of bonds per volume is proportional to $a^{-3}$. The product is proportional to $1/a$, so $A$ is an energy per length.

**Remark (conventions).** Suppose the same interaction is written as a sum over ordered pairs, $-J'\sum_{i\ne j}\mathbf S_i\cdot\mathbf S_j$ with $i,j$ neighbours. Each bond then appears twice, so $J=2J'$ and $A=J'S^2/a$. Suppose instead that the energy density is written $\tfrac12A'|\nabla\mathbf m|^2$. Then $A'=2A=JS^2/a$. If the exchange constant multiplies unit vectors, as in $-\mathcal J\,\mathbf m_i\cdot\mathbf m_j$, then $\mathcal J=JS^2$ and $A=\mathcal J/(2a)$. Between nearest-neighbour models on the same simple cubic lattice, a value of $J$ or $A$ can be transferred once these choices are known. On another lattice, or with exchange beyond nearest neighbours, the relation between $J$ and $A$ can itself change and has to be derived again.

## The same density from an expansion about a site

**Proposition 1.** If each site receives half the energy of its six bonds, the leading energy density above the uniform state is

$$
w=-A\,\mathbf m\cdot\nabla^2\mathbf m=A|\nabla\mathbf m|^2 .
$$

*Proof.* The excess energy assigned to the site at $\mathbf r$ is

$$
\varepsilon(\mathbf r)=\frac{JS^2}{2}\sum_\alpha\left[2-\mathbf m(\mathbf r)\cdot\big(\mathbf m(\mathbf r+a\mathbf e_\alpha)+\mathbf m(\mathbf r-a\mathbf e_\alpha)\big)\right].
$$

In the sum over opposite neighbours the odd derivatives cancel:

$$
\mathbf m(\mathbf r+a\mathbf e_\alpha)+\mathbf m(\mathbf r-a\mathbf e_\alpha)=2\mathbf m+a^2\partial_\alpha^2\mathbf m+O(a^4).
$$

Since $\mathbf m\cdot\mathbf m=1$, the constants cancel, and

$$
\varepsilon=-\frac{JS^2a^2}{2}\,\mathbf m\cdot\nabla^2\mathbf m+O(a^4).
$$

Division by the site volume $a^3$ gives $w=-A\,\mathbf m\cdot\nabla^2\mathbf m$. Now differentiate $\mathbf m\cdot\mathbf m=1$ once and then again:

$$
\mathbf m\cdot\partial_\alpha\mathbf m=0,\qquad
|\partial_\alpha\mathbf m|^2+\mathbf m\cdot\partial_\alpha^2\mathbf m=0 .
$$

The sum of the second relation over $\alpha$ turns $-\mathbf m\cdot\nabla^2\mathbf m$ into $|\nabla\mathbf m|^2$. $\square$

The two forms agree at each point, and no integration by parts is needed. The agreement rests on the fixed length of $\mathbf m$. If the length could vary in space, the same differentiation would give $|\nabla\mathbf m|^2+\mathbf m\cdot\nabla^2\mathbf m=\tfrac12\nabla^2|\mathbf m|^2$, so the two densities would differ by $\tfrac A2\nabla^2|\mathbf m|^2$ wherever this is not zero.

## Isotropy and the limit of slow variation

**Proposition 2 (helix).** For $\mathbf m=(\cos\mathbf q\cdot\mathbf r,\ \sin\mathbf q\cdot\mathbf r,\ 0)$ with $\mathbf q=q\mathbf n$ and $|\mathbf n|=1$, the lattice energy density is

$$
w_{\rm lat}=\frac{JS^2}{a^3}\sum_\alpha(1-\cos q_\alpha a)
=Aq^2\left[1-\frac{(qa)^2}{12}\sum_\alpha n_\alpha^4+O\big((qa)^4\big)\right].
$$

*Proof.* Neighbours along $\alpha$ differ in angle by $q_\alpha a$, so that bond costs $JS^2(1-\cos q_\alpha a)$. There is one such bond per volume $a^3$. Insert $1-\cos x=x^2/2-x^4/24+\dots$:

$$
w_{\rm lat}=\frac{JS^2}{2a}\sum_\alpha\left[q_\alpha^2-\frac{a^2q_\alpha^4}{12}+\dots\right].
$$

With $\sum_\alpha q_\alpha^2=q^2$ and $q_\alpha=qn_\alpha$ the result follows. $\square$

The leading energy depends on $q$ but not on its direction, although the lattice has preferred axes. In the leading correction, the direction enters through $\sum_\alpha n_\alpha^4$, which equals $1$ along [100], $1/2$ along [110] and $1/3$ along [111]. At $qa=0.3$ the computed deviations from $Aq^2$ are $-0.75\,\%$, $-0.37\,\%$ and $-0.25\,\%$, in this order. A helix along a cube axis puts its whole rotation on one set of bonds. Along [111] the rotation is shared by three sets, so each bond turns less.

The continuum formula fails when neighbouring spins make large angles. An extreme case is $\mathbf q=(\pi/a)\mathbf e_x$, where neighbours along $x$ are antiparallel. The lattice density is then $2JS^2/a^3$, whereas $Aq^2=\pi^2JS^2/(2a^3)$. The continuum value is too large by the factor $\pi^2/4$.

**Remark (unequal axes).** If the bonds along $\alpha$ have exchange $J_\alpha$ and length $a_\alpha$, the leading cost of one bond is $\tfrac12J_\alpha S^2a_\alpha^2|\partial_\alpha\mathbf m|^2$, and the cell volume is $a_xa_ya_z$. The density becomes $\sum_\alpha A_\alpha|\partial_\alpha\mathbf m|^2$ with

$$
A_\alpha=\frac{J_\alpha S^2a_\alpha^2}{2a_xa_ya_z}.
$$

A single constant $A$ suffices when $J_\alpha a_\alpha^2$ is the same for all three axes, as cubic symmetry guarantees.

## A check from spin waves

**Proposition 3.** The continuum energy gives spin waves of energy $Dk^2$ with $D=2Aa^3/S$. The quantum Heisenberg model gives $D=JSa^2$ at long wavelength. The two agree when $A=JS^2/(2a)$.

*Proof, continuum side.* A spin with energy $-\mathbf B\cdot\mathbf S$ obeys $\dot{\mathbf S}=\mathbf S\times\mathbf B$ when $\hbar=1$. To find $\mathbf B$, vary the exchange energy and integrate by parts:

$$
\delta E=2A\int\sum_\alpha\partial_\alpha\mathbf m\cdot\partial_\alpha\delta\mathbf m\,d^3r=-2A\int\nabla^2\mathbf m\cdot\delta\mathbf m\,d^3r .
$$

One site occupies the volume $a^3$ and its spin changes by $S\,\delta\mathbf m$. Matching $\delta E$ to $-\sum_i\mathbf B_i\cdot S\,\delta\mathbf m_i$ gives $\mathbf B=(2Aa^3/S)\nabla^2\mathbf m$. A part of $\mathbf B$ along $\mathbf m$ would have no effect in the cross product. Hence

$$
\dot{\mathbf m}=D\,\mathbf m\times\nabla^2\mathbf m,\qquad D=\frac{2Aa^3}{S}.
$$

Set $\mathbf m\simeq\mathbf e_z+\mathbf u$ with small $\mathbf u\perp\mathbf e_z$ that varies in space with wave vector $\mathbf k$, so that $\nabla^2\mathbf u=-k^2\mathbf u$. To first order, $\dot u_x=Dk^2u_y$ and $\dot u_y=-Dk^2u_x$. The transverse part rotates at frequency $\omega=Dk^2$, which is also the energy of one quantum.

*Proof, quantum side.* Let $|F\rangle$ have all spins up, and let $|i\rangle=S_i^-|F\rangle/\sqrt{2S}$ carry one deviation at site $i$. For a bond $ij$ use

$$
\mathbf S_i\cdot\mathbf S_j=S_i^zS_j^z+\tfrac12(S_i^+S_j^-+S_i^-S_j^+).
$$

On $|i\rangle$ the first term gives $S(S-1)$. In the second, $S_i^+S_i^-|F\rangle=2S|F\rangle$, so $\tfrac12S_i^+S_j^-|i\rangle=S|j\rangle$. The third vanishes because spin $j$ is already fully up. Thus

$$
-J\,\mathbf S_i\cdot\mathbf S_j|i\rangle=-JS^2|i\rangle+JS\big(|i\rangle-|j\rangle\big).
$$

Bonds that do not touch site $i$ keep the energy $-JS^2$. A plane wave $\sum_ie^{i\mathbf k\cdot\mathbf r_i}|i\rangle$ is therefore an eigenstate. Its energy above $|F\rangle$ is a sum over the six neighbours, taken in opposite pairs:

$$
\epsilon_{\mathbf k}=2JS\sum_\alpha(1-\cos k_\alpha a)=JSa^2k^2+O(k^4).
$$

So $D=JSa^2$. Equating this to $2Aa^3/S$ gives $A=JS^2/(2a)$. $\square$

This road does not use the lattice bond energy of a static texture, so it checks the factor $1/2$ independently. It also shows how the powers of $S$ differ: $A$ grows as $S^2$ and $D$ as $S$.

## Numerical example

Take the model parameters $J=0.010$ eV, $S=3/2$ and $a=3.0$ Å. They do not represent a particular material. The stiffness is

$$
A=\frac{0.010\times(1.5)^2}{2\times3.0}\ \text{eV/Å}=0.00375\ \text{eV/Å},
$$

which is $6.0\times10^{-12}$ J/m. The spin-wave stiffness is

$$
D=\frac{2\times0.00375\times(3.0)^3}{1.5}\ \text{eV Å}^2=0.135\ \text{eV Å}^2 .
$$

Diagonalization of the one-deviation Hamiltonian on periodic cubes with 6 and 12 sites per edge gives $\epsilon/k^2=0.12311$ and $0.13194$ eV Å$^2$ for the lowest spin wave with $\mathbf k\ne0$. Both lie below $D$, because the $k^4$ term in the cosine law is negative. That term makes an error proportional to $k^2$ in the ratio, and doubling the edge halves $k$. The combination $(4\times0.13194-0.12311)/3$ removes this error and gives $0.1349$ eV Å$^2$, within $0.1\,\%$ of $D$.

Now let the magnetization turn uniformly by $180^\circ$ along $x$ over $N$ bonds, so that the width is $Na$. Spins within a plane normal to $x$ are parallel and their bonds cost nothing. Each column of cross-section $a^2$ contains $N$ bonds with angle $\pi/N$. The energy per area on the lattice and in the continuum is

$$
\sigma_{\rm lat}=\frac{NJS^2}{a^2}\left(1-\cos\frac\pi N\right),\qquad
\sigma_{\rm cont}=A\left(\frac{\pi}{Na}\right)^2Na=\frac{A\pi^2}{Na}.
$$

For $N=20$ the width is $60$ Å and neighbours differ by $9^\circ$. The continuum value is

$$
\sigma_{\rm cont}=\frac{0.00375\,\pi^2}{60}\ \text{eV/Å}^2=6.17\times10^{-4}\ \text{eV/Å}^2,
$$

and the bond sum is $6.16\times10^{-4}$ eV/Å$^2$. Relative to the continuum value, the bond sum is lower by $0.2\,\%$. For $N=5$, with $36^\circ$ per bond, it is lower by $3.2\,\%$. The leading relative deviation is $-(\pi/N)^2/12$, by the expansion used for the helix, so doubling the width reduces it about fourfold.

Since $\sigma_{\rm cont}$ falls as $1/(Na)$, exchange alone would widen the twist without limit. The width here is imposed. In a uniform sample where the twist is free to spread, an anisotropy that penalizes the rotated region stops the widening and gives an equilibrium wall of finite width.

The numerical output also contains a fully three-dimensional case. With $x,y,z$ scaled to run from $0$ to $2\pi$ across the cube, the polar and azimuthal angles of $\mathbf m$ are $1.3+0.5\sin x+0.3\cos y$ and $z+0.4\sin(x+y)$. The lattice constant is held at $3.0$ Å and the cube grows, which has the same effect on the relative error as refining the lattice in a fixed cube. With 12, 24 and 48 sites per edge, the bond sum lies below $\int A|\nabla\mathbf m|^2d^3r$ by $2.4\,\%$, $0.60\,\%$ and $0.15\,\%$ of that integral. The $a^2$ term of the theorem predicts the same values to this precision.

## Calculated quantities

```
J = 0.010 eV, S = 1.5, a = 3.0 angstrom
A = J S^2/(2a) = 0.003750 eV/angstrom
A converted = 6.008e-12 J/m
max |m.m'' + |m'|^2| on texture = 9.9e-14
3D texture: n sites per edge, E_bonds (eV), E_continuum (eV),
  relative deviation, predicted a^2 deviation
   12    5.70529    5.84385   -0.023710   -0.023975
   24   11.61783   11.68769   -0.005977   -0.005994
   48   23.34038   23.37538   -0.001497   -0.001498
Helix with q a = 0.3: relative deviation from A q^2, predicted
  [100]  -0.007478  -0.007500
  [110]  -0.003744  -0.003750
  [111]  -0.002498  -0.002500
One-magnon diagonalization: L, lowest energy (eV), energy/k^2
    6 0.015000 eV 0.12311 eV angstrom^2
   12 0.004019 eV 0.13194 eV angstrom^2
D extrapolated to k = 0: 0.13489 eV angstrom^2
D = 2 A a^3/S: 0.13500 eV angstrom^2
180 degree twist: N, width (angstrom), angle per bond (degree),
  bond sum, continuum (both 1e-3 eV/angstrom^2), deviation (%)
    5   15.0  36.0  2.38729  2.46740  -3.247
   10   30.0  18.0  1.22359  1.23370  -0.820
   20   60.0   9.0  0.61558  0.61685  -0.205
   40  120.0   4.5  0.30827  0.30843  -0.051
```
